\section*{Why thickness-dependent oxidation smooths a nonuniform oxide film on silicon}

\section{Two sites on one wafer}

\textbf{Q:} I start a dry oxidation of silicon with a film that is 4.5 nm thick at one place and 5.5 nm at another, some millimetres away. After further growth the two thicknesses are closer together. Nothing flows from the thick place to the thin one, so what brings them together?

\textbf{A:} Each place grows at a rate set by its own thickness, and the thinner place grows faster. To see where this comes from, follow the oxidant. It enters the oxide at the outer surface with concentration $C^*$, diffuses through the thickness $x$ with diffusivity $D$, and reacts at the silicon interface, where its concentration is $c_i$ and the reaction constant is $k$. I assume that transfer from the gas is fast, so that $C^*$ does not depend on $x$, and that the concentration profile adjusts quickly compared with the growth. The flux through the film then equals the flux consumed:
\begin{equation}
\frac{D(C^*-c_i)}{x}=k c_i .
\end{equation}
Define the length $\ell=D/k$. Multiplying by $x/k$ gives $\ell(C^*-c_i)=x c_i$, hence
\begin{equation}
c_i=\frac{\ell C^*}{x+\ell}.
\end{equation}
If a unit volume of oxide takes up $N$ oxidant molecules, the thickness grows at the rate $kc_i/N$. Since $k\ell=D$,
\begin{equation}
\frac{dx}{dt}=\frac{DC^*}{N(x+\ell)}=\frac{B}{A+2x}\equiv F(x),
\qquad A=2\ell,\quad B=\frac{2DC^*}{N}.
\label{eq:lp}
\end{equation}
This is the linear-parabolic law. For $x\ll A/2$ the reaction limits growth and $F\simeq B/A$, which is linear growth. For $x\gg A/2$ diffusion limits it and $F\simeq B/(2x)$, which is parabolic growth. In between, too, $F$ falls as $x$ rises.

\textbf{Q:} How fast does the difference shrink?

\textbf{A:} Let $X(t)$ be the thickness at a reference site and $X+\delta$ the slightly different thickness at another site. Both obey the same law, with the same temperature and gas. Expanding for small $\delta$,
\begin{equation}
\frac{dX}{dt}+\frac{d\delta}{dt}=F(X+\delta)=F(X)+F'(X)\delta+O(\delta^2).
\end{equation}
Subtracting $dX/dt=F(X)$ leaves, to first order,
\begin{equation}
\frac{d\delta}{dt}=F'(X)\,\delta .
\label{eq:lin}
\end{equation}
A negative $F'$ therefore shrinks the difference. To integrate, differentiate the ratio $\delta/F(X)$, remembering that $X$ moves:
\begin{equation}
\frac{d}{dt}\frac{\delta}{F(X)}
=\frac{F'\delta}{F}-\frac{\delta F'}{F^2}\frac{dX}{dt}
=\frac{F'\delta}{F}-\frac{\delta F'}{F}=0 .
\end{equation}
The ratio is constant, so with initial values $\delta_0$ and $X_0$,
\begin{equation}
\delta(t)=\delta_0\,\frac{F(X(t))}{F(X_0)} .
\label{eq:main}
\end{equation}
The thickness difference shrinks by the same factor as the growth rate.

\textbf{Q:} What does that give for the two limiting laws?

\textbf{A:} Insert each rate in Eq.~(\ref{eq:main}):
\begin{align}
\text{linear, } F=B/A:&\qquad \delta=\delta_0,\\
\text{parabolic, } F=B/(2X):&\qquad \delta=\delta_0\,X_0/X,\\
\text{linear-parabolic:}&\qquad \delta=\delta_0\,\frac{A+2X_0}{A+2X}.
\label{eq:lpdelta}
\end{align}
Take round model parameters $A=100$ nm and $B=5000$ nm$^2$/h, with $X_0=5$ nm and $\delta_0=1$ nm. They are not fitted to any one temperature; for dry oxidation at 1000\,$^\circ$C and below $A$ is larger, and the linear-parabolic smoothing of thin films is correspondingly weaker than in this example. When the reference film reaches 20 nm, parabolic growth leaves $5/20=0.25$ nm and the linear-parabolic law leaves $110/140=0.786$ nm. At 200 nm the values are $5/200=0.025$ nm and $110/500=0.220$ nm. Linear growth leaves 1 nm in both cases. Integrating the 4.5 nm and 5.5 nm sites separately, without linearising, reproduces these values to within 0.3\,\%, as the numerical output shows.

\textbf{Q:} My uniformity figure is a percentage. It improves even when I believe growth is linear.

\textbf{A:} It does, because the percentage is $\delta/X$. Under linear growth $\delta$ stays fixed while $X$ increases, so $\delta/X\propto 1/X$: 20\,\% at 5 nm becomes 5\,\% at 20 nm. Each site has simply received the same additional oxide. Under parabolic growth $\delta$ itself falls as $1/X$, so $\delta/X\propto 1/X^2$, and the same 20\,\% becomes $0.25/20=1.25\,\%$. To decide whether growth is smoothing the film, look at the difference in nanometres.

\section{The role of time}

\textbf{Q:} Equation~(\ref{eq:main}) is tidy, but why should the growth rate at the end, and not the whole history, fix the difference?

\textbf{A:} Because the thick site is only ahead of the thin one in time. Define the time needed to grow from some fixed thickness $x_r$ to $x$,
\begin{equation}
T(x)=\int_{x_r}^{x}\frac{dx'}{F(x')},\qquad F>0 .
\end{equation}
Along any growing site, $dT/dt=(1/F)(dx/dt)=1$. For two sites $x_1<x_2$, both values of $T$ advance at the same unit rate, so the lag
\begin{equation}
\tau=T(x_2)-T(x_1)=\int_{x_1}^{x_2}\frac{dx'}{F(x')}
\end{equation}
is conserved, even for a large difference. When the difference is small, the integrand is nearly constant and $\tau\simeq\delta/F(X)$, or $\delta\simeq\tau F(X)$. The sites never lose their separation in time. That separation is worth less oxide when the film grows slowly.

In the linear-parabolic example, the initial rate is 45.45 nm/h, so the lag is $1/45.45=0.0220$ h. At 200 nm the rate is 10.00 nm/h, and the same lag is worth $0.0220\times10.00=0.220$ nm.

The argument also shows what would happen if the rate rose with thickness. For the artificial law $F=(B/A)(1+x/50\ \text{nm})$, the rate rises from 55 to 70 nm/h between 5 and 20 nm, and the difference grows to $70/55=1.27$ nm.

\textbf{Q:} Then could I smooth the film by slowing the growth myself, say by reducing the oxidant supply during the run?

\textbf{A:} Not if the reduced supply slows growth by the same factor at every thickness. The rate must fall because of thickness, not because of the clock. Let the supply multiply the whole rate by a factor $g(t)$ common to all sites, so that $dx/dt=g(t)f(x)$. Linearising as before gives $d\delta/dt=gf'(X)\delta$, while $dX/dt=gf(X)$. Dividing the first by the second removes $g$:
\begin{equation}
\frac{d\delta}{dX}=\frac{f'(X)}{f(X)}\,\delta
\quad\Longrightarrow\quad
\delta=\delta_0\frac{f(X)}{f(X_0)} .
\end{equation}
What matters is the thickness reached, not how long it took. If $f$ is constant, $\delta$ persists however strongly $g$ falls. A temperature ramp is different: it can change $D$ and $k$ unequally, hence $A$, and the rate no longer separates into $g(t)f(x)$. The same caution applies to a change of gas pressure if $B$ and $B/A$ do not scale with pressure by the same factor, or if the thin-film term introduced in Eq.~(\ref{eq:thin}) scales differently from them.

\textbf{Q:} Does this survive a difference that is not small?

\textbf{A:} For the linear-parabolic law it can be solved without approximation. Multiply $dx/dt=g(t)B/(A+2x)$ by $A+2x$:
\begin{equation}
\frac{d}{dt}\left(x^2+Ax\right)=g(t)B .
\end{equation}
The right side is the same for both sites, so the difference of their left sides vanishes:
\begin{equation}
x_2^2-x_1^2+A(x_2-x_1)=(x_2-x_1)(A+x_1+x_2)=\text{constant}.
\label{eq:inv}
\end{equation}
Comparison with Eq.~(\ref{eq:lpdelta}) shows that the linearised formula becomes exact here if $X$ is taken as the mean of the two thicknesses.

Start with 5 and 25 nm. The constant is $20\times130=2600$ nm$^2$. After 2 h at constant supply the sites are at 64.13 and 75.00 nm, a difference of 10.87 nm. With the supply falling as $1/(1+t/1\,\text{h})$ they are at 42.29 and 55.44 nm, a difference of 13.15 nm. The product in Eq.~(\ref{eq:inv}) is still 2600 nm$^2$ in both runs. Reducing the supply gave less smoothing after the same time, because less oxide was grown.

\section{Thin films}

\textbf{Q:} My films are below 20 nm, far from parabolic. Should I treat the growth as linear and expect no smoothing?

\textbf{A:} Be careful with dry oxidation of silicon. In thin films the observed rate exceeds the linear-parabolic law, and the excess dies away as growth proceeds. If the excess is set by the local thickness, it adds smoothing. A useful empirical form is
\begin{equation}
F(x)=\frac{B}{A+2x}+C e^{-x/L}.
\label{eq:thin}
\end{equation}
I use the second term as a description and claim no microscopic cause for it. Writing it as a function of $x$ is itself an assumption: one growth curve $x(t)$ is described equally well by an excess that decays with time, and an excess acting as a common factor $g(t)$ would add no smoothing at all. The numbers below hold if the excess follows thickness. Its effect on smoothing then follows from the slope:
\begin{equation}
F'(x)=-\frac{2B}{(A+2x)^2}-\frac{C}{L}e^{-x/L}.
\end{equation}
Both terms are negative. With $C=100$ nm/h and $L=10$ nm, the first is $-10000/110^2=-0.83$ h$^{-1}$ at 5 nm, and the second is $-10\,e^{-0.5}=-6.07$ h$^{-1}$. In this model the enhancement therefore supplies most of the early smoothing.

The rate falls from 106.11 nm/h at 5 nm to 49.25 nm/h at 20 nm, so a 1 nm difference becomes $49.25/106.11=0.464$ nm. Without the enhancement it would be 0.786 nm.

\textbf{Q:} The enhancement has vanished long before 200 nm. Is its effect on uniformity forgotten by then?

\textbf{A:} No, and the lag explains why. At 200 nm both laws give 10.00 nm/h. But the fast initial growth means that 1 nm of extra oxide was a head start of only $1/106.11=0.0094$ h, compared with 0.0220 h without the enhancement. The remaining differences are 0.094 nm and 0.220 nm. Their ratio, 0.43, is the inverse ratio of the initial rates, $45.45/106.11$.

\textbf{Q:} When, then, may I call growth linear for this purpose?

\textbf{A:} When the rate changes little over the thickness you add. For the linear-parabolic law, Eq.~(\ref{eq:lpdelta}) gives the fractional loss of the difference,
\begin{equation}
1-\frac{\delta}{\delta_0}=\frac{2(X-X_0)}{A+2X}.
\end{equation}
From 5 to 20 nm this is $30/140=21\,\%$ in the example, although 20 nm is well below the crossover thickness $A/2=50$ nm. A thickness below the crossover does not by itself make the persistence good to a few percent; the added thickness must be small compared with $A/2+X$.

\section{Nonuniformity that does not go away}

\textbf{Q:} On one furnace the difference in nanometres across my wafer keeps growing with thickness, even for thick films. Does that contradict the smoothing?

\textbf{A:} It points to a different problem: the sites may not share the same $F$. Suppose the oxidant concentration $C^*$ differs between them, so that their rates are $(1\pm\varepsilon/2)F$. The difference now has a source. To first order in $\delta$ and $\varepsilon$,
\begin{equation}
\frac{d\delta}{dt}=F'(X)\delta+\varepsilon F(X).
\end{equation}
Write $\delta=uF(X)$. Then $d\delta/dt=F\,du/dt+uF'F$, and the last term cancels $F'\delta$. What remains is $du/dt=\varepsilon$, so
\begin{equation}
\delta=F(X)\left[\frac{\delta_0}{F(X_0)}+\varepsilon t\right].
\end{equation}
The initial lag is conserved as before, but a new lag $\varepsilon t$ accumulates. For parabolic growth $t=(X^2-X_0^2)/B$, and with $\delta_0=0$
\begin{equation}
\delta=\frac{B}{2X}\,\varepsilon\,\frac{X^2-X_0^2}{B}
=\frac{\varepsilon}{2}\left(X-\frac{X_0^2}{X}\right)\longrightarrow\frac{\varepsilon X}{2}.
\end{equation}
The slowing halves the eventual relative error compared with linear growth, where $\delta=\varepsilon(X-X_0)$, but it does not remove it. With $\varepsilon=2\,\%$ and equal 5 nm starts, the difference at 200 nm is 2.00 nm for parabolic, 2.38 nm for linear-parabolic and 3.90 nm for linear growth. The percentage need not keep rising: for the linear-parabolic law $\delta/X$ is 1.3\,\% at 20 nm and 1.2\,\% at 200 nm, and it tends to $\varepsilon/2=1\,\%$.

\textbf{Q:} What if the reaction at the interface differs from place to place, rather than the supply?

\textbf{A:} Then $k$ varies, which changes $A=2D/k$ but not $B$. Integrating Eq.~(\ref{eq:lp}) from a common start gives
\begin{equation}
X^2-X_0^2+A(X-X_0)=Bt .
\end{equation}
Compare two sites at the same $t$ whose constants differ by a small $\Delta A$. To first order,
\begin{equation}
(2X+A)\delta+(X-X_0)\Delta A=0
\quad\Longrightarrow\quad
\delta=-\frac{X-X_0}{A+2X}\,\Delta A .
\end{equation}
The difference grows at first and then levels off at $-\Delta A/2$ in thick films. Diffusion has become the bottleneck, and it is the same at both sites. Within the linear-parabolic law, a supply error keeps growing in nanometres; a reaction error saturates.

\section{How long is a long wavelength?}

\textbf{Q:} You have treated each site as if its neighbours did not exist. When does that fail?

\textbf{A:} When oxidant can diffuse sideways over the distance between thick and thin places. Let $s$ run along the film and $y$ downwards from the mean outer surface. Put the outer surface at $y=a\cos qs$ and the silicon interface at $y=X+b\cos qs$, with wavelength $2\pi/q$. The thickness amplitude is $\delta=b-a$. Slopes are small, so normal and vertical derivatives agree to first order. Write
\begin{equation}
c=C^*-Gy+h(y)\cos qs,\qquad G=\frac{C^*}{X+\ell}.
\end{equation}
Steady diffusion, $\nabla^2c=0$, requires $h''=q^2h$. At the outer surface $c=C^*$, so $-Ga+h(0)=0$. At the interface the reaction condition $-D\,\partial_yc=kc$, divided by $k$, reads $-\ell\,\partial_yc=c$. Its first-order part is $-\ell h'(X)=h(X)-Gb$. Hence
\begin{equation}
h=Ga\cosh qy+Q\sinh qy,\qquad
Q=\frac{G}{S}\left[b-a(\cosh qX+\ell q\sinh qX)\right],
\end{equation}
with $S=\sinh qX+\ell q\cosh qX$. The concentration amplitude on the displaced interface is $c_1=h(X)-Gb=-\ell h'(X)$. Inserting $h$,
\begin{align}
h'(X)&=q\left(Ga\sinh qX+Q\cosh qX\right)\nonumber\\
&=\frac{qG}{S}\left[b\cosh qX+a(\sinh^2qX-\cosh^2qX)\right],
\end{align}
where the two terms in $a\ell q\sinh qX\cosh qX$ have cancelled. Since $\sinh^2-\cosh^2=-1$,
\begin{equation}
c_1=-\frac{C^*\ell q\,(b\cosh qX-a)}{(X+\ell)S}.
\label{eq:c1}
\end{equation}
The growth-rate amplitude is $kc_1/N$. As $q\to0$, $S\to q(X+\ell)$ and $\cosh qX\to1$. With $k\ell C^*/N=B/2$ the amplitude becomes $-(B/2)\delta/(X+\ell)^2$, which is $F'(X)\delta$. The local law is recovered.

\textbf{Q:} How large is the correction for a 20 nm film?

\textbf{A:} We need to know how the ripple is shared between the two surfaces. Suppose it came from uneven oxidation of flat silicon. Growth consumes silicon to a fraction $\alpha$ of the new oxide thickness and lifts the oxide vertically by the rest, so $b=\alpha\delta$ and $a=-(1-\alpha)\delta$. Stress and sideways flow of oxide are neglected. Dividing the rate from Eq.~(\ref{eq:c1}) by its local limit gives
\begin{equation}
R=\frac{q(X+\ell)\,(\alpha\cosh qX+1-\alpha)}{\sinh qX+\ell q\cosh qX}.
\end{equation}
Expanding to second order in $qX$,
\begin{equation}
R-1\simeq(qX)^2\left[\frac{\alpha}{2}-\frac{X/6+\ell/2}{X+\ell}\right].
\end{equation}
With $\alpha=0.44$, $\ell=50$ nm and $X=20$ nm the bracket is $0.22-0.405=-0.185$. At a wavelength of 1000 nm, $qX=0.126$ and $R=0.997$, so the local law is good to 0.3\,\%. At 200 nm $R=0.936$, and at 60 nm, where $qX=2.09$, $R=0.680$: smoothing continues, but at about two thirds of the local rate. A finite-element solution on the corrugated film agrees with $R$ to within 0.001 in these cases. These values depend on the thickness and on the sharing. For $X\gg\ell$ the bracket tends to $\alpha/2-1/6>0$ and $R$ exceeds one. If the ripple lies on the outer surface alone ($b=0$), Eq.~(\ref{eq:c1}) gives $R=q(X+\ell)/S$, which is 0.29 at 60 nm. This estimate belongs to the linear-parabolic model; the empirical term in Eq.~(\ref{eq:thin}) does not say how it responds to lateral variation.

\textbf{Q:} So at short wavelength the thickness map still tells me the growth, with a corrected rate?

\textbf{A:} Not by itself. Take a film of uniform vertical thickness on wavy silicon, $a=b$. The local law predicts uniform growth, but Eq.~(\ref{eq:c1}) contains $a(\cosh qX-1)$, which is not zero. For a ripple of amplitude $a=b=0.2$ nm and wavelength 60 nm, the interface concentration varies with amplitude $1.8\times10^{-3}C^*$. The mean is $C^*\ell/(X+\ell)=0.714\,C^*$, so the growth rate varies by about 0.26\,\% of its mean. At 1000 nm wavelength the amplitude is only $1.6\times10^{-5}C^*$. Differences across millimetres of wafer are safely in the local regime; nanometre-scale roughness needs the shapes of both surfaces, and also the stress in curved oxide that this model leaves out.

\textbf{Q:} Can I check the local law on my own wafers?

\textbf{A:} Prepare two starting thicknesses side by side, oxidise them together in steps, and record $\delta$ against the mean thickness $X$. If both sites share one rate law and the difference is small, $\delta/\delta_0$ is the rate ratio $F(X)/F(X_0)$, obtained without timing the run. Sharing one law is a real condition, since a film thinned by etching may not grow like one grown to that thickness. Comparing the result with the rate ratio from a timed run tests whether the thin-film excess follows thickness or time. Include two sites of equal starting thickness as a control. If a difference appears between those, a source is present, and it must be separated from the decay of the initial difference before $F$ is inferred.

\section*{Calculated quantities}
\begin{verbatim}
A = 100 nm, B = 5000 nm^2/h, B/A = 50 nm/h
C = 100 nm/h, L = 10 nm, alpha = 0.44, ell = 50 nm
reference start = 5.0 nm, initial difference = 1.0 nm
accelerating law: rate = (B/A)(1 + x/50 nm)
linear: initial rate = 50.00 nm/h
  X = 20 nm: t = 0.3000 h, rate = 50.00 nm/h, difference = 1.0000 nm, linearised 1.0000 nm
  X = 200 nm: t = 3.9000 h, rate = 50.00 nm/h, difference = 1.0000 nm, linearised 1.0000 nm
parabolic: initial rate = 500.00 nm/h
  X = 20 nm: t = 0.0750 h, rate = 125.00 nm/h, difference = 0.2499 nm, linearised 0.2500 nm
  X = 200 nm: t = 7.9950 h, rate = 12.50 nm/h, difference = 0.0250 nm, linearised 0.0250 nm
linear-parabolic: initial rate = 45.45 nm/h
  X = 20 nm: t = 0.3750 h, rate = 35.71 nm/h, difference = 0.7857 nm, linearised 0.7857 nm
  X = 200 nm: t = 11.8950 h, rate = 10.00 nm/h, difference = 0.2200 nm, linearised 0.2200 nm
thin-regime: initial rate = 106.11 nm/h
  X = 20 nm: t = 0.2200 h, rate = 49.25 nm/h, difference = 0.4641 nm, linearised 0.4641 nm
  X = 200 nm: t = 11.6195 h, rate = 10.00 nm/h, difference = 0.0943 nm, linearised 0.0942 nm
accelerating: initial rate = 55.00 nm/h
  X = 20 nm: t = 0.2412 h, rate = 70.00 nm/h, difference = 1.2727 nm, linearised 1.2727 nm
  X = 200 nm: t = 1.5141 h, rate = 250.00 nm/h, difference = 4.5455 nm, linearised 4.5455 nm
large difference: sites 5 and 25 nm, 2 h
  constant supply: 64.127 and 75.000 nm, difference 10.873 nm, invariant 2600.0 -> 2600.0 nm^2
  supply factor 1/(1 + t/1 h): 42.293 and 55.442 nm, difference 13.149 nm, invariant 2600.0 -> 2600.0 nm^2
rate nonuniformity = 2 %, equal starting thickness 5 nm
  linear, X = 20 nm: difference = 0.3000 nm
  linear, X = 200 nm: difference = 3.9000 nm
  parabolic, X = 20 nm: difference = 0.1875 nm
  parabolic, X = 200 nm: difference = 1.9988 nm
  linear-parabolic, X = 20 nm: difference = 0.2679 nm
  linear-parabolic, X = 200 nm: difference = 2.3790 nm
wavelength test: X = 20 nm, ripple in thickness = 0.2 nm
  wavelength 1000 nm: qX = 0.1257, R = 0.9971, finite elements 0.9971
  wavelength 200 nm: qX = 0.6283, R = 0.9355, finite elements 0.9355
  wavelength 60 nm: qX = 2.0944, R = 0.6802, finite elements 0.6803
  conformal ripple, wavelength 1000 nm: interface concentration amplitude / surface value = -1.603e-05
  conformal ripple, wavelength 60 nm: interface concentration amplitude / surface value = -1.826e-03
\end{verbatim}
